# Why the trapezoidal rule beats Simpson's rule on a logarithmic grid: a numerical check

```python
"""Trapezoidal rule against Simpson's rule on a logarithmic radial grid.

Result under test, for r_j = r0*exp(j*h), x = ln r, g(x) = r*f(r) and
f(r) = sum_k a_k r**(p+k-1) near r = 0:
  integral_0^inf f dr = T + sum_k a_k r0**(p+k) * (h/2)*coth((p+k)*h/2) - A(h)
T: trapezoidal sum from r0 outward, with half weight at r0.
A(h): aliasing error, given by the Fourier transform of g at 2*pi*m/h.
Simpson's rule is (4*T_h - T_2h)/3 and so inherits the error A(2h)/3.
Example: hydrogen-like 2s orbital, nuclear charge Z, f = P(r)**2 / r**q.
Hartree atomic units; lengths in bohr.
"""
import math
import numpy as np
from scipy.integrate import quad, simpson, solve_ivp
from scipy.special import loggamma

Z = 10.0
NORM2 = Z**3 / 2
POLY = NORM2 * np.array([1.0, -Z, Z**2 / 4])


def density(r, q):
    """P(r)^2 / r^q for the normalized 2s orbital."""
    return NORM2 * r**(2 - q) * (1 - Z * r / 2)**2 * np.exp(-Z * r)


def sampled(f, r0, h, rmax):
    """Values of g = r f on the grid, with an even number of intervals."""
    n = 2 * math.ceil(math.log(rmax / r0) / (2 * h))
    r = r0 * np.exp(h * np.arange(n + 1))
    return r * f(r)


def trapezoid(g, h):
    return h * (g.sum() - 0.5 * (g[0] + g[-1]))


def simpson_rule(g, h):
    return simpson(g, dx=h)


def transform(k, q):
    """Fourier transform of g for the 2s integrand, from gamma functions."""
    total = 0j
    for i, b in enumerate(POLY):
        z = 3 - q + i - 1j * k
        total += b * np.exp(loggamma(z) - z * math.log(Z))
    return total


def aliasing(h, r0, q):
    return sum(2 * (transform(2 * np.pi * m / h, q)
                    * np.exp(2j * np.pi * m * math.log(r0) / h)).real
               for m in (1, 2, 3))


def worst_error(rule, f, exact, h, rmax):
    """Largest error over 40 shifts of the grid within two steps."""
    return max(abs(rule(sampled(f, 1e-6 * math.exp(2 * h * i / 40), h, rmax), h)
                   - exact) for i in range(40))


def end_factor(p, h):
    return 0.5 * h / np.tanh(0.5 * p * h)


# Aliasing alone: the norm integral with a negligible omitted interval
print(f"nuclear charge Z = {Z:.0f}; orbital 2s")
print("norm integral, first radius about 1e-6 bohr, worst errors over shifts")
for h in (0.5, 0.4, 0.3, 0.25):
    et = worst_error(trapezoid, lambda r: density(r, 0), 1.0, h, 8.0)
    es = worst_error(simpson_rule, lambda r: density(r, 0), 1.0, h, 8.0)
    pt = 2 * abs(transform(2 * np.pi / h, 0))
    ps = 2 * abs(transform(np.pi / h, 0)) / 3
    assert abs(et / pt - 1) < 0.04 and abs(es / ps - 1) < 0.04
    assert et < 0.05 * es
    count = len(sampled(lambda r: density(r, 0), 1e-6, h, 8.0))
    print(f"h = {h:.2f}, {count} points: trapezoid {et:.2e}, Simpson {es:.2e}")
    print(f"   Fourier prediction: trapezoid {pt:.2e}, Simpson {ps:.2e}")

# Exponential decay rate, and the narrower strip of a Gaussian integrand
h = 0.25
k = 2 * np.pi / h
gamma_abs = math.exp(loggamma(3 - 1j * k).real)
gamma_asym = math.sqrt(2 * np.pi) * k**2.5 * math.exp(-np.pi * k / 2)
assert abs(gamma_abs / gamma_asym - 1) < 0.01
gauss_error = worst_error(trapezoid, lambda r: r**2 * np.exp(-r**2),
                          math.sqrt(np.pi) / 4, h, 10.0)
gauss_pred = math.exp(loggamma((3 - 1j * k) / 2).real)
assert abs(gauss_error / gauss_pred - 1) < 0.04
print(f"|Gamma(3-ik)| at k = {k:.3f}: {gamma_abs:.4e}, asymptotic {gamma_asym:.4e}")
print(f"exp(-pi^2/h) = {math.exp(-np.pi**2/h):.2e}, "
      f"exp(-pi^2/(2h)) = {math.exp(-np.pi**2/(2*h)):.2e} at h = {h}")
print(f"integral of r^2 exp(-r^2), h = {h}: trapezoid error {gauss_error:.2e}, "
      f"predicted {gauss_pred:.2e}")

# Lower end: expectation value of r^-2, for which p = 1
q, r0 = 2, 1e-3
exact = quad(lambda r: density(r, q), 0, 8, epsabs=1e-12, epsrel=1e-12,
             limit=200)[0]
assert abs(exact - Z**2 / 4) < 1e-10
exact = Z**2 / 4
expo = np.array([(-Z)**n / math.factorial(n) for n in range(12)])
a = np.convolve(POLY, expo)[:12]
powers = np.arange(12) + 1.0
terms = a * r0**powers
omitted = float(np.sum(terms / powers))
assert abs(omitted - quad(lambda r: density(r, q), 0, r0)[0]) < 1e-12

# Leading Euler-Maclaurin end terms of both rules, at a step without aliasing
hs = 0.1
gs = sampled(lambda r: density(r, q), r0, hs, 8.0)
em_t = trapezoid(gs, hs) + omitted - exact
em_s = simpson_rule(gs, hs) + omitted - exact
law_t = -hs**2 / 12 * np.sum(powers * terms)
law_s = -hs**4 / 180 * np.sum(powers**3 * terms)
assert abs(em_t / law_t - 1) < 0.01 and abs(em_s / law_s - 1) < 0.01

g = sampled(lambda r: density(r, q), r0, h, 8.0)
T, S = trapezoid(g, h), simpson_rule(g, h)
assert abs(S - (4 * T - trapezoid(g[::2], 2 * h)) / 3) < 1e-12
print(f"<r^-2>: exact {exact:.6f} bohr^-2; r0 = {r0} bohr, h = {h}, {len(g)} points")
print(f"omitted integral from 0 to r0: {omitted:.8f} bohr^-2")
print(f"cut trapezoid {T:.8f}, cut Simpson {S:.8f} bohr^-2")
print("errors below in bohr^-2")
print(f"h = {hs}, omitted integral added: trapezoid {em_t:.4e}, Simpson {em_s:.4e}")
print(f"   leading end terms: trapezoid {law_t:.4e}, Simpson {law_s:.4e}")
part_t, part_s = T + omitted - exact, S + omitted - exact
assert abs(part_s) < abs(part_t)
print(f"h = {h}, omitted integral added: trapezoid {part_t:.3e}, Simpson {part_s:.3e}")

# Full completion of both rules leaves only aliasing
comp_t = np.sum(terms * end_factor(powers, h))
comp_2 = np.sum(terms * end_factor(powers, 2 * h))
full_t = T + comp_t - exact
full_s = S + (4 * comp_t - comp_2) / 3 - exact
alias_t = aliasing(h, r0, q)
alias_s = (4 * alias_t - aliasing(2 * h, r0, q)) / 3
assert abs(full_t - alias_t) < 3e-13
assert abs(full_s - alias_s) < 1e-11
assert abs(full_t) < 1e-3 * abs(full_s)
print(f"end correction added to trapezoid: {comp_t:.8f} bohr^-2")
print(f"h = {h}, full completion: trapezoid {full_t:.1e}, Simpson {full_s:.3e}")
print(f"   aliasing formula: trapezoid {alias_t:.1e}, Simpson {alias_s:.3e}")

previous = None
for K in (1, 2, 3, 4):
    err = T + np.sum((terms * end_factor(powers, h))[:K]) - exact
    assert previous is None or abs(err) < abs(previous) / 50
    previous = err
    print(f"trapezoid with {K} series term(s): error {err:.3e}")

# First series coefficient from the radial equation in a screened potential.
# The start has zero slope on purpose; the regular solution takes over.
for l in (0, 1):
    def radial(r, y):
        v = -(1 + (Z - 1) * math.exp(-3 * r)) / r
        return [y[1], 2 * (v + 1.0) * y[0] - 2 * (l + 1) / r * y[1]]
    sol = solve_ivp(radial, (1e-7, 1e-4), [1.0, 0.0], rtol=1e-9, atol=1e-11)
    assert sol.success
    slope = sol.y[1, -1] / sol.y[0, -1]
    assert abs(slope / (-Z / (l + 1)) - 1) < 1e-3
    print(f"screened atom, l = {l}: slope of ln(P/r^(l+1)) = {slope:.4f} bohr^-1, "
          f"-Z/(l+1) = {-Z/(l+1):.4f}")

# Practical correction: only f(r0) and the cusp ratio a1/a0 = -2Z are used
practical = []
for start in (1e-3, 1e-4):
    gp = sampled(lambda r: density(r, q), start, h, 8.0)
    c = -2 * Z * start
    corr = gp[0] * (end_factor(1, h) + c * end_factor(2, h)) / (1 + c)
    practical.append(trapezoid(gp, h) + corr - exact)
    print(f"f(r0) and cusp only, r0 = {start:.0e} bohr: correction {corr:.8f}, "
          f"error {practical[-1]:.3e}")
order = math.log10(abs(practical[0] / practical[1]))
assert abs(order - 3) < 0.1
print(f"observed power of r0 in this error: {order:.3f}")

# A noninteger leading power, r^1.7 exp(-r), whose integral is Gamma(2.7)
start = 0.01
gn = sampled(lambda r: r**1.7 * np.exp(-r), start, h, 60.0)
corr = sum((-1)**n / math.factorial(n) * start**(2.7 + n) * end_factor(2.7 + n, h)
           for n in range(10))
frac_error = trapezoid(gn, h) + corr - math.gamma(2.7)
assert abs(frac_error) < 1e-12 and corr > 1e-7
print(f"integral of r^1.7 exp(-r), r0 = {start}: correction {corr:.4e}, "
      f"final error {frac_error:.1e}")

print("no test failed")
```

It prints:

```
nuclear charge Z = 10; orbital 2s
norm integral, first radius about 1e-6 bohr, worst errors over shifts
h = 0.50, 33 points: trapezoid 1.50e-04, Simpson 4.58e-02
   Fourier prediction: trapezoid 1.51e-04, Simpson 4.56e-02
h = 0.40, 41 points: trapezoid 2.92e-06, Simpson 1.03e-02
   Fourier prediction: trapezoid 2.95e-06, Simpson 1.03e-02
h = 0.30, 55 points: trapezoid 2.86e-09, Simpson 6.00e-04
   Fourier prediction: trapezoid 2.86e-09, Simpson 6.00e-04
h = 0.25, 65 points: trapezoid 8.97e-12, Simpson 5.02e-05
   Fourier prediction: trapezoid 9.01e-12, Simpson 5.04e-05
|Gamma(3-ik)| at k = 25.133: 5.7035e-14, asymptotic 5.6811e-14
exp(-pi^2/h) = 7.16e-18, exp(-pi^2/(2h)) = 2.68e-09 at h = 0.25
integral of r^2 exp(-r^2), h = 0.25: trapezoid error 8.38e-08, predicted 8.43e-08
<r^-2>: exact 25.000000 bohr^-2; r0 = 0.001 bohr, h = 0.25, 37 points
omitted integral from 0 to r0: 0.49502905 bohr^-2
cut trapezoid 24.50247188, cut Simpson 24.50493574 bohr^-2
errors below in bohr^-2
h = 0.1, omitted integral added: trapezoid -4.0016e-04, Simpson -2.3450e-07
   leading end terms: trapezoid -4.0022e-04, Simpson -2.3463e-07
h = 0.25, omitted integral added: trapezoid -2.499e-03, Simpson -3.520e-05
end correction added to trapezoid: 0.49752812 bohr^-2
h = 0.25, full completion: trapezoid 1.3e-12, Simpson -2.607e-05
   aliasing formula: trapezoid 1.3e-12, Simpson -2.607e-05
trapezoid with 1 series term(s): error 5.073e-03
trapezoid with 2 series term(s): error -3.040e-05
trapezoid with 3 series term(s): error 1.236e-07
trapezoid with 4 series term(s): error -3.734e-10
screened atom, l = 0: slope of ln(P/r^(l+1)) = -10.0015 bohr^-1, -Z/(l+1) = -10.0000
screened atom, l = 1: slope of ln(P/r^(l+1)) = -4.9994 bohr^-1, -Z/(l+1) = -5.0000
f(r0) and cusp only, r0 = 1e-03 bohr: correction 0.49758610, error 5.798e-05
f(r0) and cusp only, r0 = 1e-04 bohr: correction 0.05020920, error 5.749e-08
observed power of r0 in this error: 3.004
integral of r^1.7 exp(-r), r0 = 0.01: correction 1.5186e-06, final error 2.6e-14
no test failed
```
